# Converting Ramp Breakdown Voltage to Constant-Voltage Lifetime under Power-Law Damage: a program that tests the result

```python
"""
Result under test: a linear voltage ramp v = R*t from zero that ends in
breakdown at Vb does the same damage as a constant voltage V held for
    t_eq = Vb**(n+1) / (R*(n+1)*V**n),
when the damage rate is proportional to v**n.
R: ramp rate (V/s); Vb: breakdown voltage (V); V: projected voltage (V);
n: voltage exponent; beta: Weibull shape of the constant-voltage lifetime.
Equivalent times are obtained independently by integrating the damage rate
in time, relative to its value at V. All parameters are round model values.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import kstest, weibull_min

n, R, Vb, V = 40.0, 1.0, 4.5, 2.5
year = constants.Julian_year


def formula_time(Vb, R, n, V):
    return Vb**(n + 1) / (R * (n + 1) * V**n)


def power_law(n, V):
    return lambda v: (v / V)**n


def integrated_time(relative_rate, R, v_end, v_start=0.0):
    """Time integral of the damage rate relative to that at V."""
    duration = (v_end - v_start) / R
    return quad(lambda t: relative_rate(v_start + R * t), 0.0, duration,
                epsabs=0.0, epsrel=1e-11, limit=200)[0]


def ramp_breakdown(relative_rate, R, budget):
    """Voltage at which a ramp has used up the damage budget."""
    return brentq(lambda v: integrated_time(relative_rate, R, v) / budget - 1,
                  3.0, 6.5, xtol=1e-12)


# Main result, for the example and for other parameters
for case in [(Vb, R, n, V), (6.0, 0.1, 30.0, 3.5), (5.0, 2.0, 44.5, 4.0),
             (3.0, 0.5, 2.5, 4.0)]:
    vb_c, r_c, n_c, v_c = case
    direct = integrated_time(power_law(n_c, v_c), r_c, vb_c)
    assert abs(direct / formula_time(*case) - 1) < 1e-8
law = power_law(n, V)
t_eq = integrated_time(law, R, Vb)
t_at_vb = integrated_time(power_law(n, Vb), R, Vb)
assert abs(t_at_vb * R * (n + 1) / Vb - 1) < 1e-8
print(f"Exponent n: {n:.0f}")
print(f"Ramp rate R: {R:.1f} V/s")
print(f"Ramp breakdown voltage Vb: {Vb:.2f} V")
print(f"Projected voltage V: {V:.2f} V")
print(f"Ramp duration: {Vb / R:.2f} s")
print(f"Voltage ratio Vb/V: {Vb / V:.3f}")
print(f"Acceleration (Vb/V)^n: {(Vb / V)**n:.4e}")
print(f"Equivalent time at Vb: {t_at_vb:.5f} s")
print(f"Equivalent time at V, quadrature: {t_eq:.4e} s")
print(f"Equivalent time at V, formula: {formula_time(Vb, R, n, V):.4e} s")
print(f"Equivalent time at V: {t_eq / year:.2f} Julian years")

# Where the damage is done, and a ramp that starts above zero
v_half = brentq(lambda v: integrated_time(law, R, v) / t_eq - 0.5, 3.0, Vb)
assert abs(v_half / (Vb * 2**(-1 / (n + 1))) - 1) < 1e-8
v_start = 0.9 * Vb
late_factor = integrated_time(law, R, Vb, v_start) / t_eq
assert abs(late_factor - (1 - (v_start / Vb)**(n + 1))) < 1e-8
print(f"Half of the damage is reached at: {v_half:.4f} V")
print(f"Late start voltage: {v_start:.2f} V")
print(f"Late start, time factor: {late_factor:.4f}")

# Staircase ramp, broken at the end of the last dwell
steps = 90
dV = Vb / steps
dwell = dV / R
levels = dV * np.arange(1, steps + 1)
stair_factor = dwell * np.sum(law(levels)) / t_eq
h = dV / Vb
stair_series = 1 + (n + 1) * h / 2 + n * (n + 1) * h**2 / 12
assert abs(stair_factor - stair_series) < 2e-4  # omitted h**4 term
print(f"Staircase step: {dV:.3f} V, dwell: {dwell:.3f} s")
print(f"Staircase factor, explicit sum: {stair_factor:.4f}")
print(f"Staircase factor, second order: {stair_series:.4f}")

# Breakdown voltage against ramp rate at one fixed damage budget
rates = np.array([0.1, 1.0, 10.0])
vbs = np.array([ramp_breakdown(law, r, t_eq) for r in rates])
n_found = 1 / np.polyfit(np.log(rates), np.log(vbs), 1)[0] - 1
assert abs(n_found - n) < 1e-4
for r, v in zip(rates, vbs):
    print(f"Vb at ramp rate {r:.1f} V/s: {v:.4f} V")
print(f"Exponent n recovered from these: {n_found:.3f}")


# Two-stage defect chain: intact -> damaged -> broken
k_at_vb = np.array([6.0, 9.0])  # stage rates at Vb, 1/s


def generator(v, exponents):
    a, b = k_at_vb * (max(v, 0.0) / Vb)**np.array(exponents)
    return np.array([[-a, 0, 0], [a, -b, 0], [0, b, 0]])


def chain_after_ramp(exponents, falling=False):
    def derivative(t, p):
        v = Vb - R * t if falling else R * t
        return generator(v, exponents) @ p
    return solve_ivp(derivative, (0, Vb / R), [1.0, 0.0, 0.0],
                     rtol=1e-9, atol=1e-11, max_step=0.01).y[:, -1]


v_hold = 4.0
t_hold = formula_time(Vb, R, n, v_hold)
print(f"Chain: stage rates at Vb: {k_at_vb[0]:.1f}, {k_at_vb[1]:.1f} 1/s")
print(f"Chain: hold at {v_hold:.1f} V for {t_hold:.3f} s")
for exponents in [(n, n), (n, n / 2)]:
    up = chain_after_ramp(exponents)
    down = chain_after_ramp(exponents, falling=True)
    hold = expm(generator(v_hold, exponents) * t_hold)[:, 0]
    if exponents[0] == exponents[1]:
        assert np.allclose(up, hold, atol=1e-6)
        assert np.allclose(up, down, atol=1e-6)
    else:
        assert abs(up[2] - down[2]) > 0.05
        assert abs(up[2] - hold[2]) > 0.05
    print(f"Broken fraction, exponents {exponents[0]:.0f}, {exponents[1]:.0f}:")
    print(f"  rising {up[2]:.4f}, falling {down[2]:.4f}, hold {hold[2]:.4f}")

# Weibull population: each sample has its own damage budget
beta, samples = 1.5, 20000
rng = np.random.default_rng(7)
budgets = t_eq * rng.weibull(beta, samples)
v_grid = np.linspace(0.0, 6.0, 60001)
used = cumulative_trapezoid(law(v_grid), v_grid / R, initial=0.0)
sample_vb = np.interp(budgets, used, v_grid)
shape_expected = beta * (n + 1)
shape_found = np.pi / (np.sqrt(6) * np.std(np.log(sample_vb)))
distance = kstest(sample_vb, weibull_min(shape_expected, scale=Vb).cdf).statistic
assert distance < 0.015  # sampling noise of 20000 draws
assert abs(shape_found / shape_expected - 1) < 0.04  # sampling noise
median_ratio = formula_time(np.median(sample_vb), R, n, V) / np.median(budgets)
mean_ratio = formula_time(np.mean(sample_vb), R, n, V) / np.mean(budgets)
assert abs(median_ratio - 1) < 1e-3
assert mean_ratio < 0.9
print(f"Weibull shape of lifetime: {beta:.1f}, samples: {samples}")
print(f"Weibull shape of Vb, expected: {shape_expected:.1f}")
print(f"Weibull shape of Vb, simulated: {shape_found:.1f}")
print(f"Time from median Vb / median time: {median_ratio:.4f}")
print(f"Time from mean Vb / mean time: {mean_ratio:.3f}")

# Sensitivity of the projected time
eps = 1e-4
slope_n = (np.log(integrated_time(power_law(n + eps, V), R, Vb))
           - np.log(integrated_time(power_law(n - eps, V), R, Vb))) / (2 * eps)
slope_vb = (np.log(integrated_time(law, R, Vb * np.exp(eps)))
            - np.log(integrated_time(law, R, Vb * np.exp(-eps)))) / (2 * eps)
assert abs(slope_n - (np.log(Vb / V) - 1 / (n + 1))) < 1e-5
assert abs(slope_vb - (n + 1)) < 1e-4
factor_vb = integrated_time(law, R, 1.01 * Vb) / t_eq
factor_n = integrated_time(power_law(n - 2, V), R, Vb) / t_eq
print(f"d ln(t_eq)/dn: {slope_n:.4f}")
print(f"d ln(t_eq)/d ln(Vb): {slope_vb:.3f}")
print(f"Time factor if Vb is 1 percent higher: {factor_vb:.3f}")
print(f"Time factor if n is {n - 2:.0f} instead of {n:.0f}: {factor_n:.3f}")

# Rival exponential law that looks almost the same near Vb
gamma = (n + 1) / Vb


def exponential_law(v):
    return np.exp(gamma * (v - V))


t_exp = integrated_time(exponential_law, R, Vb)
t_exp_formula = (np.exp(gamma * (Vb - V)) - np.exp(-gamma * V)) / (gamma * R)
assert abs(t_exp / t_exp_formula - 1) < 1e-8
t_exp_at_vb = t_exp / exponential_law(Vb)
assert abs(t_exp_at_vb / t_at_vb - 1) < 1e-8
shift_power = ramp_breakdown(law, 1.01 * R, t_eq) - Vb
shift_exp = ramp_breakdown(exponential_law, 1.01 * R, t_exp) - Vb
assert abs(shift_power / shift_exp - 1) < 1e-3  # second-order difference
vb_exp_fast = ramp_breakdown(exponential_law, 10 * R, t_exp)
assert t_eq / t_exp > 10
print(f"Exponential law, gamma: {gamma:.3f} 1/V")
print(f"Exponential law, equivalent time at Vb: {t_exp_at_vb:.5f} s")
print(f"Exponential law, Vb at {10 * R:.1f} V/s: {vb_exp_fast:.4f} V")
print(f"Difference from power law there: {1000 * (vbs[2] - vb_exp_fast):.2f} mV")
print(f"Exponential law, equivalent time at V: {t_exp:.4e} s")
print(f"Exponential law, time at V: {t_exp / year:.3f} Julian years")
print(f"Power-law time / exponential-law time: {t_eq / t_exp:.1f}")

print("no test failed")
```

It prints:

```
Exponent n: 40
Ramp rate R: 1.0 V/s
Ramp breakdown voltage Vb: 4.50 V
Projected voltage V: 2.50 V
Ramp duration: 4.50 s
Voltage ratio Vb/V: 1.800
Acceleration (Vb/V)^n: 1.6252e+10
Equivalent time at Vb: 0.10976 s
Equivalent time at V, quadrature: 1.7837e+09 s
Equivalent time at V, formula: 1.7837e+09 s
Equivalent time at V: 56.52 Julian years
Half of the damage is reached at: 4.4246 V
Late start voltage: 4.05 V
Late start, time factor: 0.9867
Staircase step: 0.050 V, dwell: 0.050 s
Staircase factor, explicit sum: 1.2446
Staircase factor, second order: 1.2447
Vb at ramp rate 0.1 V/s: 4.2542 V
Vb at ramp rate 1.0 V/s: 4.5000 V
Vb at ramp rate 10.0 V/s: 4.7600 V
Exponent n recovered from these: 40.000
Chain: stage rates at Vb: 6.0, 9.0 1/s
Chain: hold at 4.0 V for 12.205 s
Broken fraction, exponents 40, 40:
  rising 0.1920, falling 0.1920, hold 0.1920
Broken fraction, exponents 40, 20:
  rising 0.2272, falling 0.3445, hold 0.4475
Weibull shape of lifetime: 1.5, samples: 20000
Weibull shape of Vb, expected: 61.5
Weibull shape of Vb, simulated: 62.0
Time from median Vb / median time: 1.0000
Time from mean Vb / mean time: 0.762
d ln(t_eq)/dn: 0.5634
d ln(t_eq)/d ln(Vb): 41.000
Time factor if Vb is 1 percent higher: 1.504
Time factor if n is 38 instead of 40: 0.324
Exponential law, gamma: 9.111 1/V
Exponential law, equivalent time at Vb: 0.10976 s
Exponential law, Vb at 10.0 V/s: 4.7527 V
Difference from power law there: 7.23 mV
Exponential law, equivalent time at V: 8.9999e+06 s
Exponential law, time at V: 0.285 Julian years
Power-law time / exponential-law time: 198.2
no test failed
```
